# Divacancies, Solute–Vacancy Pairs and the Curvature of Arrhenius Plots: test program

```python
"""
Vacancy equilibrium with divacancies and solute-vacancy pairs.

Result under test (site fractions, leading order in dilution):
  divacancies            c2 = (z/2) y^2 exp(beta g2)
  solute-vacancy pairs   cp = z x y exp(beta gs)
  all vacant sites       c  = y [1 - z x + z x exp(beta gs)] + 2 c2
and ln c is convex in beta, its curvature being the variance of the
formation enthalpies of the vacancy populations.

Symbols: z coordination number, x solute fraction among atoms,
y = exp(-beta g1), g1 = h1 - T s1 vacancy formation free energy,
g2 and gs vacancy-vacancy and solute-vacancy binding free energies
(positive means attraction), beta = 1/(k T) in 1/eV.
Enthalpies are in eV, entropies in units of k.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import root, minimize_scalar

K_B = physical_constants["Boltzmann constant in eV/K"][0]
Z = 12


# ---------- exact chain (coordination 2) with a free number of sites ----------
def exact_chain(x, y, bond_sol, bond_div):
    """Species order: host, solute, vacancy. Atom numbers are fixed through
    their activities; the free site number requires largest eigenvalue 1.
    Returns vacant fraction, VV bonds per site, solute-V bonds per site."""
    bonds = np.array([[1, 1, 1], [1, 1, bond_sol], [1, bond_sol, bond_div]],
                     dtype=float)

    def solve(log_activity):
        weight = np.array([*np.exp(log_activity), y])
        transfer = np.sqrt(np.outer(weight, weight)) * bonds
        values, vectors = np.linalg.eigh(transfer)
        return values[-1], vectors[:, -1], transfer

    def residual(log_activity):
        value, vec, _ = solve(log_activity)
        p = vec**2
        return [np.log(value), np.log(p[1] / (p[0] + p[1]) / x)]

    answer = root(residual, [np.log(1 - x), np.log(x)], tol=1e-13)
    assert np.max(np.abs(residual(answer.x))) < 1e-9
    value, vec, transfer = solve(answer.x)
    joint = np.outer(vec, vec) * transfer / value
    return vec[2]**2, joint[2, 2], 2 * joint[1, 2]


# Lomer coefficient z(e-1); a count with -(z+1)x would give 37, not 38
x_t, y_t, e_t = 1e-4, 1e-9, 20.0
c_t, _, sv_t = exact_chain(x_t, y_t, e_t, 1.0)
lomer_slope = (c_t / y_t - 1) / x_t
assert abs(lomer_slope / (2 * (e_t - 1)) - 1) < 5e-3
pair_factor = sv_t / (x_t * y_t * e_t)
assert abs(pair_factor / 2 - 1) < 1e-2
# additive binding beyond first order in x
c_t, _, _ = exact_chain(0.01, 1e-9, e_t, 1.0)
assert abs(c_t / 1e-9 / (1 + 0.01 * (e_t - 1))**2 - 1) < 1e-6
# divacancies in a practically pure host
y_t = 1e-5
c_t, vv_t, _ = exact_chain(1e-9, y_t, 1.0, e_t)
divacancy_slope = (c_t / y_t - 1) / y_t
assert abs(divacancy_slope / (2 * (e_t - 1)) - 1) < 1e-2
divacancy_factor = vv_t / (y_t**2 * e_t)
assert abs(divacancy_factor - 1) < 1e-2
# both effects together
c_t, _, _ = exact_chain(1e-4, y_t, e_t, e_t)
predicted = 2 * (e_t - 1) * (1e-4 + y_t)
assert abs((c_t / y_t - 1) / predicted - 1) < 2e-2

# ---------- explicit placements on a periodic fcc crystal ----------
CELLS = 3
basis = [(0, 0, 0), (0, 1, 1), (1, 0, 1), (1, 1, 0)]
sites = np.array([[2 * i + a, 2 * j + b, 2 * k + c]
                  for i, j, k in itertools.product(range(CELLS), repeat=3)
                  for a, b, c in basis])
delta = sites[:, None, :] - sites[None, :, :]
delta = (delta + CELLS) % (2 * CELLS) - CELLS
adjacent = np.sum(delta**2, axis=2) == 2
n_sites = len(sites)
vv_placements = sum(adjacent[i, j] for i, j in
                    itertools.combinations(range(n_sites), 2))
sv_placements = sum(adjacent[i, j] for i, j in
                    itertools.permutations(range(n_sites), 2))
assert vv_placements * 2 == Z * n_sites
assert sv_placements == Z * n_sites
# one vacancy inserted, one solute on any of the remaining sites
shell_weights = np.where(adjacent[0, 1:], e_t, 1.0)
assert abs(shell_weights.mean() - (1 + Z * (e_t - 1) / (n_sites - 1))) < 1e-12

# ---------- all occupations of the shell around one vacancy ----------
n_solutes = np.array([bin(m).count("1") for m in range(2**Z)])


def shell_average(x, boltz, saturating):
    probability = x**n_solutes * (1 - x)**(Z - n_solutes)
    if saturating:
        weight = np.where(n_solutes > 0, boltz, 1.0)
    else:
        weight = boltz**n_solutes
    return np.sum(probability * weight)


def lomer_factor(x, boltz):
    return 1 - Z * x + Z * x * boltz


for x_t in (1e-3, 5e-3):
    for e_t in (5.0, 80.0):
        additive = shell_average(x_t, e_t, False)
        assert abs(additive / (1 - x_t + x_t * e_t)**Z - 1) < 1e-10
        saturated = shell_average(x_t, e_t, True)
        empty = (1 - x_t)**Z
        assert abs(saturated / (empty + (1 - empty) * e_t) - 1) < 1e-10
        assert abs(saturated / lomer_factor(x_t, e_t) - 1) < Z * x_t
x_t, e_t = 1e-5, 18.0
excess = shell_average(x_t, e_t, False) - lomer_factor(x_t, e_t)
first = Z * x_t * (e_t - 1)
assert abs(excess / first / ((Z - 1) * x_t * (e_t - 1) / 2) - 1) < 1e-2

# ---------- thermodynamics of the three populations ----------
model = dict(h1=0.70, s1=1.0, h2=0.20, s2=0.0, hs=0.15, ss=0.0)
X_SOLUTE = 1e-3


def populations(beta, x, p):
    """y, divacancies, solute-vacancy pairs, all vacant sites."""
    y = np.exp(p["s1"] - beta * p["h1"])
    div = Z / 2 * y**2 * np.exp(beta * p["h2"] - p["s2"])
    pair = Z * x * y * np.exp(beta * p["hs"] - p["ss"])
    return y, div, pair, y * (1 - Z * x) + pair + 2 * div


def log_total(beta, x, p):
    return np.log(populations(beta, x, p)[3])


def apparent(beta, x, p):
    """Mean enthalpy, variance, and tangent intercept from the weights."""
    y, div, pair, total = populations(beta, x, p)
    w = np.array([y * (1 - Z * x), pair, 2 * div]) / total
    enthalpy = np.array([p["h1"], p["h1"] - p["hs"], 2 * p["h1"] - p["h2"]])
    prefactor = np.array([(1 - Z * x) * np.exp(p["s1"]),
                          Z * x * np.exp(p["s1"] - p["ss"]),
                          Z * np.exp(2 * p["s1"] - p["s2"])])
    mean = w @ enthalpy
    variance = w @ (enthalpy - mean)**2
    used = w > 0
    intercept = np.sum(w[used] * (np.log(prefactor[used]) - np.log(w[used])))
    return mean, variance, intercept


entropic = dict(model, s2=-0.5, ss=0.3)
step = 0.02
for p in (model, entropic):
    for x_t in (0.0, X_SOLUTE):
        for temp in (450.0, 650.0, 900.0):
            b = 1 / (K_B * temp)
            low, mid, high = (log_total(b + d, x_t, p) for d in (-step, 0, step))
            slope = -(high - low) / (2 * step)
            curvature = (high - 2 * mid + low) / step**2
            mean, variance, intercept = apparent(b, x_t, p)
            assert abs(slope - mean) < 1e-6
            assert abs(curvature - variance) < 1e-3 * variance + 1e-9
            assert abs(mid + b * slope - intercept) < 1e-4
            dt = 0.5
            h_hot = apparent(1 / (K_B * (temp + dt)), x_t, p)[0]
            h_cold = apparent(1 / (K_B * (temp - dt)), x_t, p)[0]
            rate = (h_hot - h_cold) / (2 * dt)
            assert abs(rate / (variance / (K_B * temp**2)) - 1) < 1e-3

# curvature maximum when solute pairs are the only complex
beta_cross = np.log((1 - Z * X_SOLUTE) / (Z * X_SOLUTE)) / model["hs"]


def lomer_curvature(beta, d=0.1):
    f = [np.log(lomer_factor(X_SOLUTE, np.exp((beta + q) * model["hs"])))
         for q in (-d, 0, d)]
    return (f[0] - 2 * f[1] + f[2]) / d**2


peak = minimize_scalar(lambda b: -lomer_curvature(b), bounds=(5, 80),
                       method="bounded")
assert abs(peak.x / beta_cross - 1) < 1e-2
assert abs(-peak.fun / (model["hs"]**2 / 4) - 1) < 1e-3

# straight Arrhenius lines through the curved data
fit_beta = np.linspace(1 / (K_B * 900), 1 / (K_B * 500), 41)
fits = {}
for name, x_t in (("host", 0.0), ("alloy", X_SOLUTE)):
    data = log_total(fit_beta, x_t, model)
    gradient, offset = np.polyfit(fit_beta, data, 1)
    deviation = np.max(np.abs(data - gradient * fit_beta - offset))
    local = [apparent(b, x_t, model)[0] for b in fit_beta]
    assert min(local) < -gradient < max(local)
    fits[name] = (-gradient, offset, deviation)

# ---------- printed results ----------
print("Chain test, z=2, bond factor 20 (dimensionless):")
print(f"  Lomer slope {lomer_slope:.3f}, divacancy slope {divacancy_slope:.3f}")
print(f"  pair factor {pair_factor:.4f}, divacancy factor {divacancy_factor:.4f}")
print(f"fcc test: sites {n_sites}, VV placements {vv_placements}, "
      f"solute-V placements {sv_placements}")
print(f"Model: z = {Z}, solute fraction x = {X_SOLUTE}")
print(f"  h1 = {model['h1']:.2f} eV, s1 = {model['s1']:.1f} k")
print(f"  h2 = {model['h2']:.2f} eV, hs = {model['hs']:.2f} eV, "
      f"binding entropies {model['s2']:.1f} and {model['ss']:.1f} k")
print(f"  k = {K_B:.6e} eV/K")
temperatures = (400, 500, 600, 700, 800, 900)
print("Site fractions: T/K, y, c2, cp, total host, total alloy")
for temp in temperatures:
    b = 1 / (K_B * temp)
    y, div, pair, total = populations(b, X_SOLUTE, model)
    host = populations(b, 0.0, model)[3]
    print(f"  {temp} {y:.4e} {div:.4e} {pair:.4e} {host:.4e} {total:.4e}")
print("T/K, H_app host/eV, H_app alloy/eV, variance host/eV^2, "
      "variance alloy/eV^2")
for temp in temperatures:
    b = 1 / (K_B * temp)
    h_host, v_host, _ = apparent(b, 0.0, model)
    h_alloy, v_alloy, _ = apparent(b, X_SOLUTE, model)
    print(f"  {temp} {h_host:.4f} {h_alloy:.4f} {v_host:.3e} {v_alloy:.3e}")
print("T/K, Lomer factor, saturating factor, additive factor, "
      "2c2/(host total), cp/x")
for temp in temperatures:
    b = 1 / (K_B * temp)
    boltz = np.exp(b * model["hs"])
    y, div, pair, _ = populations(b, X_SOLUTE, model)
    host = populations(b, 0.0, model)[3]
    print(f"  {temp} {lomer_factor(X_SOLUTE, boltz):.4f} "
          f"{shell_average(X_SOLUTE, boltz, True):.4f} "
          f"{shell_average(X_SOLUTE, boltz, False):.4f} "
          f"{2 * div / host:.3e} {pair / X_SOLUTE:.3e}")
print(f"Solute-pair crossover temperature: {1 / (K_B * beta_cross):.1f} K")
print(f"Peak curvature, solute pairs only: {-peak.fun:.4e} eV^2")
print("Arrhenius fit 500-900 K, 41 points even in 1/T:")
for name, (h_fit, offset, deviation) in fits.items():
    print(f"  {name}: slope enthalpy {h_fit:.4f} eV, intercept {offset:.3f}, "
          f"max deviation in ln c {deviation:.4f}")
print("verified")
```

Printed output:

```
Chain test, z=2, bond factor 20 (dimensionless):
  Lomer slope 38.036, divacancy slope 38.011
  pair factor 2.0038, divacancy factor 1.0004
fcc test: sites 108, VV placements 648, solute-V placements 1296
Model: z = 12, solute fraction x = 0.001
  h1 = 0.70 eV, s1 = 1.0 k
  h2 = 0.20 eV, hs = 0.15 eV, binding entropies 0.0 and 0.0 k
  k = 8.617333e-05 eV/K
Site fractions: T/K, y, c2, cp, total host, total alloy
  400 4.1180e-09 3.3683e-14 3.8351e-09 4.1180e-09 7.9038e-09
  500 2.3911e-07 3.5585e-11 9.3265e-08 2.3919e-07 3.2958e-07
  600 3.5855e-06 3.6913e-09 7.8285e-07 3.5929e-06 4.3327e-06
  700 2.4804e-05 1.0165e-07 3.5781e-06 2.5007e-05 2.8287e-05
  800 1.0580e-04 1.2220e-06 1.1185e-05 1.0824e-04 1.1816e-04
  900 3.2694e-04 8.4535e-06 2.7140e-05 3.4385e-04 3.6706e-04
T/K, H_app host/eV, H_app alloy/eV, variance host/eV^2, variance alloy/eV^2
  400 0.7000 0.6272 4.090e-06 5.623e-03
  500 0.7001 0.6577 7.437e-05 4.628e-03
  600 0.7010 0.6737 5.126e-04 3.802e-03
  700 0.7041 0.6846 2.016e-03 4.406e-03
  800 0.7113 0.6961 5.517e-03 7.286e-03
  900 0.7246 0.7119 1.169e-02 1.304e-02
T/K, Lomer factor, saturating factor, additive factor, 2c2/(host total), cp/x
  400 1.9193 1.9143 2.4249 1.636e-05 3.835e-06
  500 1.3780 1.3760 1.4509 2.976e-04 9.327e-05
  600 1.2063 1.2052 1.2270 2.055e-03 7.829e-04
  700 1.1323 1.1315 1.1406 8.130e-03 3.578e-03
  800 1.0937 1.0932 1.0978 2.258e-02 1.118e-02
  900 1.0710 1.0706 1.0734 4.917e-02 2.714e-02
Solute-pair crossover temperature: 394.6 K
Peak curvature, solute pairs only: 5.6249e-03 eV^2
Arrhenius fit 500-900 K, 41 points even in 1/T:
  host: slope enthalpy 0.7037 eV, intercept 1.076, max deviation in ln c 0.0213
  alloy: slope enthalpy 0.6794 eV, intercept 0.807, max deviation in ln c 0.0435
verified
```
